# Blech length of a metal line for a given stress range: a program that tests the result

```python
"""
Blech length of a metal line with blocked ends:
    L_B = Omega * stress_range / (Z * e * rho * j)
Omega: atomic volume; stress_range: cathode stress minus anode stress
(tension positive); Z: magnitude of effective valence; e: elementary charge;
rho: resistivity; j: current density. Electrons flow from x=0 (cathode end)
to x=L (anode end).
Test: time integration of atoms hopping between elastic cells. The hop bias
is taken from a numerical derivative of the elastic energy and from the work
of the electromigration force; the length formula is not used in the dynamics.
"""
import numpy as np
from scipy.constants import e, k
from scipy.integrate import solve_ivp

# Given data (SI)
current_density = 1e10
stress_range = 400e6
atomic_volume = 1.18e-29
valence = 4.0
resistivity = 2.2e-8

# Rough typical values for a narrow copper interconnect
temperature = 378.0
room_temperature = 293.0
modulus = 28e9                 # effective modulus of the confined line
resistivity_slope = 6.8e-11    # ohm m / K, phonon part
initial_tension = 100e6
line_thickness = 0.2e-6
dielectric_thickness = 0.5e-6
dielectric_conductivity = 0.3  # W/(m K)
heat_of_transport = 0.1 * e    # J, magnitude

force = valence * e * resistivity * current_density
gradient = force / atomic_volume
blech_length = atomic_volume * stress_range / force
blech_product = current_density * blech_length


def relax(length, start=0.0, void=False, stiffness=modulus,
          stress_mobility=True):
    """Return cathode and anode stress histories from the hopping model."""
    cells = 30
    x = (np.arange(cells) + 0.5) * length / cells
    thermal = k * temperature

    def site_energy(excess):
        return 0.5 * atomic_volume * stiffness * excess**2 / thermal

    def rate(_, excess):
        h = 1e-3
        mu = (site_energy(excess + h) - site_energy(excess - h)) / (2 * h)
        potential = mu - force * x / thermal
        stress = -stiffness * excess
        mean = 0.5 * (stress[1:] + stress[:-1])
        # tension raises the vacancy population and hence the hop rate
        mobility = (np.exp(atomic_volume * mean / thermal)
                    if stress_mobility else np.ones(cells - 1))
        step = np.diff(potential)
        flux = np.zeros(cells + 1)
        flux[1:-1] = mobility * (np.exp(-step / 2) - np.exp(step / 2))
        if void:  # free surface at x=0 with zero stress, half a cell away
            flux[0] = -4 * np.sinh(potential[0] / 2)
        return flux[:-1] - flux[1:]

    first = np.full(cells, -start / stiffness)
    run = solve_ivp(rate, (0, 300), first, method="BDF",
                    rtol=1e-8, atol=1e-12)
    assert run.success
    stress = -stiffness * run.y
    cathode = 1.5 * stress[0] - 0.5 * stress[1]
    anode = 1.5 * stress[-1] - 0.5 * stress[-2]
    return cathode, anode


def close(value, target, tolerance=2e-4):
    """Compare stresses on the scale of the allowed range."""
    return abs(value - target) < tolerance * stress_range


# At the predicted length the dynamics must settle at the allowed range,
# shared equally between tension and compression.
cathode, anode = relax(blech_length)
cathode_end, anode_end = cathode[-1], anode[-1]
simulated_range = cathode_end - anode_end
assert close(simulated_range, stress_range)
assert close(cathode_end, stress_range / 2)
assert close(anode_end, -stress_range / 2)

# A shorter line never reaches the limit; a longer one passes it.
short_c, short_a = relax(0.9 * blech_length)
long_c, long_a = relax(1.1 * blech_length)
short_peak = np.max(short_c - short_a)
long_peak = np.max(long_c - long_a)
assert short_peak < stress_range < long_peak

# Mobility law and modulus do not alter the steady range.
for options in ({"stress_mobility": False}, {"stiffness": 2 * modulus}):
    c, a = relax(blech_length, **options)
    assert close(c[-1] - a[-1], stress_range)

# Initial tension shifts both ends but not their difference.
pre_c, pre_a = relax(blech_length, start=initial_tension)
assert close(pre_c[-1] - pre_a[-1], stress_range)
assert close(pre_c[-1], initial_tension + stress_range / 2)

# A cathode void puts the whole range into compression at the anode.
void_c, void_a = relax(blech_length, void=True)
assert close(void_c[-1], 0.0)
assert close(void_a[-1], -stress_range)

# Alternative criterion: a limit on cathode tension alone.
cathode_limit = stress_range / 2
length_prestressed = (2 * atomic_volume
                      * (cathode_limit - initial_tension) / force)
c, a = relax(length_prestressed, start=initial_tension)
assert close(c[-1], cathode_limit)
length_other_reading = 2 * atomic_volume * stress_range / force
c, a = relax(length_other_reading)
assert close(c[-1], stress_range)

# Sizes of neglected effects
hot_resistivity = resistivity + resistivity_slope * (
    temperature - room_temperature)
hot_length = atomic_volume * stress_range / (
    valence * e * hot_resistivity * current_density)
heating = (current_density**2 * resistivity * line_thickness
           * dielectric_thickness / dielectric_conductivity)
thermomigration = (heat_of_transport * heating / temperature
                   / (atomic_volume * stress_range))
elastic_correction = (stress_range / 2) / (2 * modulus)

print("INPUTS")
print(f"current density            {current_density:.3g} A/m^2")
print(f"allowed stress range       {stress_range/1e6:.0f} MPa")
print(f"atomic volume              {atomic_volume:.3g} m^3")
print(f"valence magnitude          {valence:.0f}")
print(f"resistivity                {resistivity:.3g} ohm m")
print(f"elementary charge          {e:.6e} C")
print("RESULTS")
print(f"electric field rho*j       {resistivity*current_density:.1f} V/m")
print(f"force on an atom           {force:.4e} N")
print(f"Omega * stress range       {atomic_volume*stress_range:.4e} J")
print(f"stress gradient magnitude  {gradient/1e12:.2f} MPa/um")
print(f"Blech length               {blech_length:.4e} m")
print(f"Blech length               {blech_length*1e6:.2f} um")
print(f"threshold product j*L      {blech_product/100:.0f} A/cm")
print("HOPPING MODEL")
print(f"temperature                {temperature:.0f} K")
print(f"effective modulus          {modulus/1e9:.0f} GPa")
print(f"steady range at L_B        {simulated_range/1e6:.2f} MPa")
print(f"cathode stress at L_B      {cathode_end/1e6:.2f} MPa")
print(f"anode stress at L_B        {anode_end/1e6:.2f} MPa")
print(f"largest range at 0.9 L_B   {short_peak/1e6:.2f} MPa")
print(f"largest range at 1.1 L_B   {long_peak/1e6:.2f} MPa")
print(f"anode stress, cathode void {void_a[-1]/1e6:.2f} MPa")
print(f"initial tension, rough     {initial_tension/1e6:.0f} MPa")
print(f"cathode, with that tension {pre_c[-1]/1e6:.2f} MPa")
print(f"anode, with that tension   {pre_a[-1]/1e6:.2f} MPa")
print("OTHER CRITERION: CATHODE TENSION ONLY")
print(f"length, limit {stress_range/1e6:.0f} MPa, no initial tension "
      f"{length_other_reading*1e6:.2f} um")
print(f"length, limit {cathode_limit/1e6:.0f} MPa, with initial tension "
      f"{length_prestressed*1e6:.2f} um")
print("NEGLECTED EFFECTS, ROUGH")
print(f"room temperature           {room_temperature:.0f} K")
print(f"resistivity slope          {resistivity_slope:.2g} ohm m/K")
print(f"resistivity when hot       {hot_resistivity:.3g} ohm m")
print(f"Blech length when hot      {hot_length*1e6:.1f} um")
print(f"change of Blech length     {100*(hot_length/blech_length-1):.0f} %")
print(f"line thickness             {line_thickness*1e6:.1f} um")
print(f"dielectric thickness       {dielectric_thickness*1e6:.1f} um")
print(f"dielectric conductivity    {dielectric_conductivity:.1f} W/(m K)")
print(f"Joule temperature rise     {heating:.2f} K")
print(f"heat of transport          {heat_of_transport/e:.1f} eV")
print(f"thermomigration / range    {100*thermomigration:.2f} %")
print(f"second-order elastic term  {100*elastic_correction:.2f} %")
print("verified")
```

Output:

```
INPUTS
current density            1e+10 A/m^2
allowed stress range       400 MPa
atomic volume              1.18e-29 m^3
valence magnitude          4
resistivity                2.2e-08 ohm m
elementary charge          1.602177e-19 C
RESULTS
electric field rho*j       220.0 V/m
force on an atom           1.4099e-16 N
Omega * stress range       4.7200e-21 J
stress gradient magnitude  11.95 MPa/um
Blech length               3.3477e-05 m
Blech length               33.48 um
threshold product j*L      3348 A/cm
HOPPING MODEL
temperature                378 K
effective modulus          28 GPa
steady range at L_B        400.00 MPa
cathode stress at L_B      200.00 MPa
anode stress at L_B        -200.00 MPa
largest range at 0.9 L_B   360.00 MPa
largest range at 1.1 L_B   440.00 MPa
anode stress, cathode void -400.00 MPa
initial tension, rough     100 MPa
cathode, with that tension 300.00 MPa
anode, with that tension   -100.00 MPa
OTHER CRITERION: CATHODE TENSION ONLY
length, limit 400 MPa, no initial tension 66.95 um
length, limit 200 MPa, with initial tension 16.74 um
NEGLECTED EFFECTS, ROUGH
room temperature           293 K
resistivity slope          6.8e-11 ohm m/K
resistivity when hot       2.78e-08 ohm m
Blech length when hot      26.5 um
change of Blech length     -21 %
line thickness             0.2 um
dielectric thickness       0.5 um
dielectric conductivity    0.3 W/(m K)
Joule temperature rise     0.73 K
heat of transport          0.1 eV
thermomigration / range    0.66 %
second-order elastic term  0.36 %
verified
```
